# A point charge in a uniaxial film mapped onto an isotropic problem

A layered semiconductor polarizes more easily along its planes than across them. A charged impurity in a thin channel of such a material therefore has a potential shaped by two permittivities, by the film thickness and by the media on either side. This problem reduces that situation to an isotropic one and applies it to a 3 nm channel.

**Setting.** The layers are normal to $z$, and $\boldsymbol\rho$ is the position in the plane. The permittivity tensor is diagonal, with in-plane value $\varepsilon_p(z)>0$ and normal value $\varepsilon_z(z)>0$. The response is static, linear and local, and the stack does not vary along the plane. A charge $Q$ sits at $\boldsymbol\rho=0$, $z=z_0$, not on an interface. The algebra uses atomic units, in which a unit charge in vacuum has the potential $1/r$, so that

$$\varepsilon_p\nabla_\parallel^2\varphi+\partial_z(\varepsilon_z\,\partial_z\varphi)=-4\pi Q\,\delta^2(\boldsymbol\rho)\,\delta(z-z_0).\qquad(1)$$

## (a) Removing the anisotropy

*Find a new height $\zeta(z)$ that turns equation (1) into Poisson's equation for an isotropic medium. Give its permittivity, the transformed charge and the interface conditions. What becomes of a uniform film of thickness $d$?*

**Solution.** Let $d\zeta=s\,dz$ with $s(z)>0$ still free. Then $\partial_z=s\,\partial_\zeta$, and

$$\partial_z(\varepsilon_z\partial_z\varphi)=s\,\partial_\zeta(\varepsilon_z s\,\partial_\zeta\varphi).$$

The delta function changes too. Since $\int\delta(z-z_0)\,dz=1$ and $dz=d\zeta/s$, we need $\delta(z-z_0)=s\,\delta(\zeta-\zeta_0)$. Putting both into (1) and dividing by $s$ gives

$$\frac{\varepsilon_p}{s}\nabla_\parallel^2\varphi+\partial_\zeta(\varepsilon_z s\,\partial_\zeta\varphi)=-4\pi Q\,\delta^2(\boldsymbol\rho)\,\delta(\zeta-\zeta_0).$$

The medium is isotropic if the two coefficients agree, $\varepsilon_p/s=\varepsilon_z s$. Hence

$$s=\sqrt{\varepsilon_p/\varepsilon_z},\qquad \kappa\equiv\varepsilon_z s=\sqrt{\varepsilon_p\varepsilon_z},\qquad(2)$$

$$\kappa\nabla_\parallel^2\varphi+\partial_\zeta(\kappa\,\partial_\zeta\varphi)=-4\pi Q\,\delta^2(\boldsymbol\rho)\,\delta(\zeta-\zeta_0).\qquad(3)$$

The permittivity is the geometric mean and the point charge keeps its value. A volume charge density is instead divided by $s$, because the same charge fills a stretched volume.

At an interface $\varphi$ and the normal displacement must be continuous. By (2), $\varepsilon_z\partial_z\varphi=\varepsilon_z s\,\partial_\zeta\varphi=\kappa\,\partial_\zeta\varphi$, so these become the usual conditions of the isotropic problem. Nothing required $\varepsilon_p$ and $\varepsilon_z$ to be constant, so a graded film may be treated in the same way.

In a uniform film $s$ is constant, and the thickness becomes

$$D=s\,d=d\sqrt{\varepsilon_p/\varepsilon_z}.\qquad(4)$$

Isotropic surroundings have $s=1$ and are unchanged. Two products will be useful:

$$\kappa D=\varepsilon_p d,\qquad D/\kappa=d/\varepsilon_z.\qquad(5)$$

The method needs the optic axis along the layer normal. A tilted axis adds mixed derivatives such as $\partial_x\partial_z$ to (1), and stretching $z$ does not remove them.

## (b) The unbounded crystal

*Find the potential in an infinite uniform crystal, and compare the directions along and across the layers.*

**Solution.** Take $z_0=0$. Equation (3) has the Coulomb solution in the coordinates $(\boldsymbol\rho,\zeta)$, with $\zeta=sz$:

$$\varphi=\frac{Q}{\kappa\sqrt{\rho^2+s^2z^2}}.\qquad(6)$$

In the plane of the charge $\varphi=Q/(\kappa\rho)$. On the axis $\varphi=Q/(\kappa s|z|)=Q/(\varepsilon_p|z|)$, since $\kappa s=\varepsilon_p$. The potential along the normal thus contains the in-plane permittivity alone. For $\varepsilon_p>\varepsilon_z$ the displacement flux spreads preferentially sideways, which weakens the potential above the charge. The equipotentials $\rho^2+s^2z^2=\text{const}$ are then ellipsoids flattened along $z$. For $\varepsilon_p=\varepsilon_z$ they are spheres and the ordinary Coulomb law returns.

## (c) The film and its images

*The film fills $0<z<d$, with isotropic media $\varepsilon_b$ below and $\varepsilon_t$ above. Find the potential inside it for a charge inside it, then write out the case where both points lie in the midplane.*

**Solution.** Use the in-plane transform $\varphi(\boldsymbol\rho)=\int\frac{d^2q}{(2\pi)^2}e^{i\mathbf q\cdot\boldsymbol\rho}\varphi(q)$. In the film (3) becomes

$$\kappa(\partial_\zeta^2-q^2)\varphi=-4\pi Q\,\delta(\zeta-\zeta_0).$$

Below the charge take $u=e^{q\zeta}+r_be^{-q\zeta}$. It must join a solution proportional to $e^{q\zeta}$ under the film, so $\kappa u'(0)=\varepsilon_b q\,u(0)$. This reads $\kappa(1-r_b)=\varepsilon_b(1+r_b)$. Above the charge take $w=e^{-q\zeta}+r_te^{-2qD}e^{q\zeta}$. It must join a decaying solution, so $-\kappa w'(D)=\varepsilon_tq\,w(D)$, or $\kappa(1-r_t)=\varepsilon_t(1+r_t)$. Therefore

$$r_j=\frac{\kappa-\varepsilon_j}{\kappa+\varepsilon_j},\qquad j=b,t.\qquad(7)$$

Let $\zeta_<$ and $\zeta_>$ be the lower and upper of $\zeta,\zeta_0$. Then $\varphi=C\,u(\zeta_<)w(\zeta_>)$ is continuous at the charge. Integrating the equation across $\zeta_0$ fixes the jump of slope:

$$\kappa C(uw'-u'w)=-4\pi Q.$$

With $p=r_br_t$, the two products are

$$u'w=q\left[1+r_te^{2q(\zeta-D)}-r_be^{-2q\zeta}-pe^{-2qD}\right],$$

$$uw'=q\left[-1+r_te^{2q(\zeta-D)}-r_be^{-2q\zeta}+pe^{-2qD}\right].$$

The terms in $\zeta$ cancel in the difference, $u'w-uw'=2q(1-pe^{-2qD})$. Hence $C=2\pi Q/[\kappa q(1-pe^{-2qD})]$, and

$$\varphi(q)=\frac{2\pi Q}{\kappa q}\,e^{-q(\zeta_>-\zeta_<)}\,\frac{(1+r_be^{-2q\zeta_<})(1+r_te^{-2q(D-\zeta_>)})}{1-pe^{-2qD}}.\qquad(8)$$

All permittivities are positive, so $|p|<1$ and the denominator may be expanded in a geometric series. Every term then has the form $(2\pi/q)e^{-qa}$. Its inverse transform is obtained by integrating over $q$ first and over the angle second:

$$\frac1{2\pi}\int_0^{2\pi}\!d\theta\int_0^\infty\!dq\,e^{-qa+iq\rho\cos\theta}=\frac1{2\pi}\int_0^{2\pi}\!\frac{d\theta}{a-i\rho\cos\theta}=\frac1{\sqrt{\rho^2+a^2}}.$$

The exponential with $a=\zeta_>-\zeta_<$ is the charge itself. Each of the others is an image charge at a vertical distance $a$, measured in stretched space.

In the midplane $\zeta_<=\zeta_>=D/2$. With $E=e^{-qD}$, the fraction in (8) is

$$\frac{1+(r_b+r_t)E+pE^2}{1-pE^2}=(r_b+r_t)\sum_{n\ge0}p^nE^{2n+1}+1+2\sum_{n\ge1}p^nE^{2n},$$

where $(1+x)/(1-x)=1+2\sum_{n\ge1}x^n$ was used with $x=pE^2$. The potential is

$$\varphi(\rho)=\frac Q\kappa\left[\frac1\rho+\sum_{n\ge0}\frac{(r_b+r_t)p^n}{\sqrt{\rho^2+(2n+1)^2D^2}}+\sum_{n\ge1}\frac{2p^n}{\sqrt{\rho^2+4n^2D^2}}\right].\qquad(9)$$

In the limit $\rho/D\to0$ the first term dominates and the in-plane bulk law of (b) returns. When $\kappa$ exceeds both outer permittivities, raising it further at fixed $D$ strengthens the images and confines the bulk law to smaller distances. When $\kappa$ lies below both, raising it weakens the images instead. If $\varepsilon_b=\varepsilon_t=\kappa$ all images vanish. An isotropic surrounding thus hides the film's surfaces when it matches the geometric mean.

## (d) The energy of the charge in its own images

*Find the self-energy of a midplane charge, relative to the same charge in the unbounded film material. Examine its sign for equal surroundings.*

**Solution.** Drop the bulk term $1/\rho$ from (9) and let $\rho\to0$:

$$\varphi_{\rm ind}=\frac{Q}{\kappa D}\left[(r_b+r_t)\sum_{n\ge0}\frac{p^n}{2n+1}+\sum_{n\ge1}\frac{p^n}{n}\right].$$

For $p>0$ the first sum is $\operatorname{artanh}(\sqrt p)/\sqrt p$, and the second is $-\ln(1-p)$. The energy is $W=Q\varphi_{\rm ind}/2$, because the induced potential grows in proportion to the charge while the charge is built up. With $\kappa D=\varepsilon_pd$ from (5),

$$W=\frac{Q^2}{2\varepsilon_pd}\left[(r_b+r_t)\frac{\operatorname{artanh}\sqrt p}{\sqrt p}-\ln(1-p)\right].\qquad(10)$$

If one surrounding permittivity lies above $\kappa$ and the other below, then $p<0$ and the series itself should be used.

For equal surroundings $\varepsilon_b=\varepsilon_t=\varepsilon$, write $r_b=r_t=r$. The bracket is $2\operatorname{artanh}r-\ln(1-r^2)=-2\ln(1-r)$. Since $1-r=2\varepsilon/(\kappa+\varepsilon)$,

$$W=\frac{Q^2}{\varepsilon_pd}\ln\frac{\kappa+\varepsilon}{2\varepsilon}.$$

The energy is positive for $\varepsilon<\kappa$ and negative for $\varepsilon>\kappa$. What decides the sign is $\kappa$, not $\varepsilon_p$ or $\varepsilon_z$ separately.

## (e) The potential far away

*Expand the midplane response to first order in $q$, find the screening length, and obtain the potential in real space.*

**Solution.** Write $\varphi(q)=2\pi Q/[q\,\varepsilon_{\rm eff}(q)]$. From (8),

$$\varepsilon_{\rm eff}=\kappa\,\frac{1-pE^2}{(1+r_bE)(1+r_tE)}.$$

Let $S=\varepsilon_b+\varepsilon_t$. From (7),

$$1+r_j=\frac{2\kappa}{\kappa+\varepsilon_j},\qquad 1-p=\frac{2\kappa S}{(\kappa+\varepsilon_b)(\kappa+\varepsilon_t)},$$

so $\varepsilon_{\rm eff}(0)=\kappa\cdot2\kappa S/(4\kappa^2)=S/2$. For the next order put $E\approx1-qD$ into the logarithm of $\varepsilon_{\rm eff}$. This gives $\varepsilon_{\rm eff}\approx\frac S2(1+qr_0)$ with

$$\frac{r_0}{D}=\frac{2p}{1-p}+\sum_{j}\frac{r_j}{1+r_j}=\frac{(\kappa-\varepsilon_b)(\kappa-\varepsilon_t)}{\kappa S}+\frac{2\kappa-S}{2\kappa}.$$

Over the common denominator $2\kappa S$ the numerator is

$$2\kappa^2-2\kappa S+2\varepsilon_b\varepsilon_t+2\kappa S-S^2=2\kappa^2-\varepsilon_b^2-\varepsilon_t^2.$$

Using (5) to restore the original quantities,

$$r_0=\frac1S\left[\varepsilon_pd-\frac{(\varepsilon_b^2+\varepsilon_t^2)\,d}{2\varepsilon_z}\right].\qquad(11)$$

The in-plane permittivity sets the main term when $\kappa$ is well above the outer permittivities; the normal one enters through the correction.

For $r_0>0$, keeping the linear form at every $q$ gives $\varphi(\rho)=\frac{2Q}{Sr_0}K(\rho/r_0)$, where

$$K(x)=\int_0^\infty\frac{J_0(xt)}{1+t}\,dt.$$

To identify $K$, apply $\nabla^2+1$, with $\nabla^2$ the radial Laplacian in two dimensions. It multiplies $J_0(xt)$ by $1-t^2=(1-t)(1+t)$, leaving $\int_0^\infty(1-t)J_0(xt)\,dt=1/x$ for $x>0$. The part with $t$ vanishes there when defined with a factor $e^{-\eta t}$, $\eta\to0$. The Struve function obeys $(\nabla^2+1)H_0=2/(\pi x)$, so $K=\frac\pi2H_0$ plus a combination of $J_0$ and $Y_0$. At large $x$ small $t$ dominates and $K\to1/x$ without oscillation. As $H_0-Y_0\to2/(\pi x)$, this selects the Rytova–Keldysh potential

$$\varphi(\rho)\approx\frac{\pi Q}{Sr_0}\left[H_0\!\left(\frac{\rho}{r_0}\right)-Y_0\!\left(\frac{\rho}{r_0}\right)\right].\qquad(12)$$

For $\rho\gg r_0$ it tends to $2Q/(S\rho)$: the field runs mostly outside and the film drops out. For $\rho\ll r_0$ it grows as $\ln(1/\rho)$, whereas the full result (9) grows as $1/(\kappa\rho)$. The expansion assumed $qD\ll1$, so (12) is a far-field law and must fail close to the charge. Far away, the first correction to $2Q/(S\rho)$ falls as $1/\rho^3$ and comes from the order $q^2$ of $1/\varepsilon_{\rm eff}$. Equation (12) keeps only the part $r_0^2$ of that coefficient and drops a part of order $D^2$. It gives this correction reliably only when $r_0$ is large compared with $D$; for small $r_0$ it can be no better than $2Q/(S\rho)$ itself.

## (f) A 3 nm channel

*Take $\varepsilon_p=15$, $\varepsilon_z=6$, $d=3$ nm, $\varepsilon_b=4$ and $\varepsilon_t=1$, with a unit charge in the midplane. Evaluate the results. What happens if the film is not stretched?*

**Solution.** From (2) and (4), $\kappa=\sqrt{90}=9.49$, $s=\sqrt{2.5}=1.58$ and $D=4.74$ nm (47.4 Å). From (7), $r_b=0.407$ and $r_t=0.809$, so $p=0.329$. Energies follow on multiplying by $e^2/(4\pi\epsilon_0)=1.44$ eV nm.

The bracket in (10) is $1.384+0.399=1.784$ (unrounded terms), so $W=1440\times1.784/(2\times45)=28.5$ meV. Equation (11) gives $r_0=(45-4.25)/5=8.15$ nm.

At $\rho=3$ nm the bulk term of (9) contributes $1440/(9.487\times3)=50.6$ meV. The next three image terms, in order of distance, give 32.9, 10.0 and 4.2 meV, and the rest 3.3 meV. The total is 101 meV, half of it from the surfaces. The size of the potential energy is 208 meV at 1 nm, 45.7 meV at 10 nm and 18.2 meV at 30 nm.

As a test, equation (1) was solved directly by finite volumes, without stretching, for these parameters. Near 1, 3 and 10 nm, in the midplane and about 1 nm above it, the solution differs from the image series by at most 0.08 %. It also gives 28.5 meV for the self-energy.

Relative to (9), the far-field law (12) is 21 % too low at 1 nm, 1.6 % too low at 3 nm and 0.5 % too high at 10 nm. The error changes sign between the last two distances. The good agreement at 3 nm, a distance below $D$, is therefore no evidence that the expansion is valid there.

Now keep $\kappa=9.49$ but leave the thickness at 3 nm, all else fixed. The energy is too high by 15, 19 and 10 % at 1, 3 and 10 nm. The arithmetic mean $(2\varepsilon_p+\varepsilon_z)/3=12$, also unstretched, gives errors of −2, +7 and +5 %. The less justified permittivity comes closer in this example, and (11) shows why at long range. With both permittivities replaced by one value, $r_0$ is 5.2 nm for 9.49 and 6.8 nm for 12, against the correct 8.15 nm. At 1 nm two errors compensate: the bulk term falls from 152 to 120 meV, while the image part rises from 56 to 83 meV. The geometric mean is correct together with the stretched thickness, not in its place.

## (g) What a device adds

*Estimate how a back gate, mobile carriers, the electron's vertical spread and the layer structure change these energies.*

**Solution.** Percentages below are changes relative to (9), with the other parameters fixed.

**Gate.** Let a perfect metal lie under 30 nm of the lower oxide. The potential vanishes there, so $\varepsilon_b$ in $r_b$ becomes $\varepsilon_b\coth(qt)$, with $t$ the oxide thickness. The energy drops by 5 % at 1 nm, 9 % at 3 nm and 21 % at 10 nm.

**Carriers.** Place a two-dimensional gas in the midplane, with constant density of states $g$. In linear response to a potential that varies slowly in the plane, its induced charge density is $-\chi\varphi$, where $\chi=\partial n/\partial\mu$. This local form is used here at every $q$, a further approximation at short distances. If $\varphi_0(q)$ is the potential of a unit charge without carriers, then $\varphi=\varphi_0(1-\chi\varphi)$, and

$$\varphi=\frac{\varphi_0}{1+\chi\varphi_0}.$$

From $n=gkT\ln(1+e^{\mu/kT})$ one finds $\chi=g/(1+e^{-\mu/kT})=g(1-e^{-n/gkT})$. Take mass $0.5\,m_e$, spin–valley degeneracy 4 and 300 K. At $10^{10}$ cm$^{-2}$ the energy at 10 nm falls by 27 %, to 33 meV. At $10^{12}$ cm$^{-2}$ it falls by 98 %, to about 1 meV. These figures are indicative. The unscreened energy exceeds $kT=26$ meV out to at least 10 nm, which strains linear response. The mean carrier spacing is 100 nm at the lower density and 10 nm at the higher, so a smooth carrier gas is a crude picture at these distances.

**Vertical spread.** Averaging over the density $\frac2d\sin^2(\pi z/d)$ of the lowest subband between hard walls lowers the energy by 13 % at 1 nm and 1.3 % at 3 nm.

**Layer structure.** Replace the film by five periods of 0.6 nm, each a polarizable sheet and a vacuum gap. A gap fraction of 0.114 and a sheet permittivity of 16.8 reproduce $\varepsilon_p$ as the average permittivity and $1/\varepsilon_z$ as the average inverse. With the charge inside the central sheet, the energy rises by 3 % at 1 nm and 0.3 % at 3 nm. In this model the uniform film is adequate beyond a few nanometres.

**Field strength.** The in-plane field in (9) is 0.2 MV/cm at 3 nm, 1.5 MV/cm at 1 nm and 6 MV/cm at 0.5 nm. For scale, breakdown fields run from a few tenths of a MV/cm in silicon to about 10 MV/cm in silicon oxide. Breakdown across a whole film is a different process, so this comparison sets no limit on (9). But the field rises steeply towards the charge, so linear, local dielectric response is least secure in the last nanometre.

**Beside real channels.** The chosen parameters are rough values in the regime of few-layer semiconducting transition-metal dichalcogenides on silicon oxide, open to air. A high-permittivity cap would change $\varepsilon_t$, and with it all the energies, considerably. Of the effects estimated here, mobile carriers at the density of a conducting channel change the energies most. In the present estimate, a density of $10^{12}$ cm$^{-2}$, typical of a conducting channel in order of magnitude, takes the energy at 10 nm from 46 meV to about 1 meV. Equation (9) therefore describes an impurity in a depleted channel, at distances from it much smaller than the distance to the gate; even at a tenth of that distance the gate lowers the energy by 9 % in this example. For the energy at 10 nm, depleted means well below $10^{10}$ cm$^{-2}$, a density that already lowers it by 27 % in this estimate. In a conducting channel (9) supplies the $\varphi_0$ that the carriers then screen. The numerical output below lists the values at each distance.

## Computed results

```
in-plane permittivity 15.0, normal permittivity 6.0
permittivity below 4.0, above 1.0; film thickness 3.0 nm
Coulomb constant e^2/(4 pi eps0) = 1.4400 eV nm
geometric-mean permittivity kappa = 9.487
stretch factor s = 1.5811
stretched thickness = 4.743 nm = 47.43 angstrom
reflection factor below = 0.4068, above = 0.8093
long-wave screening length r0 = 8.150 nm (kernel slope 8.150 nm)
self-energy of midplane charge = 28.54 meV (direct solution 28.54 meV)
largest deviation, direct solution from image series = 0.08 %
size of midplane potential energy in meV, and change from full result in %
     1 nm: full 207.95 meV; Rytova-Keldysh 164.27 meV (-21.0 %)
     3 nm: full 101.03 meV; Rytova-Keldysh 99.44 meV (-1.6 %)
    10 nm: full 45.66 meV; Rytova-Keldysh 45.91 meV (+0.5 %)
    30 nm: full 18.16 meV; Rytova-Keldysh 18.21 meV (+0.3 %)
arithmetic-mean permittivity = 12.00
kappa, thickness not stretched: 1 nm 238.59 meV (+14.7 %); 3 nm 120.59 meV (+19.4 %); 10 nm 50.27 meV (+10.1 %)
arithmetic mean, not stretched: 1 nm 203.18 meV (-2.3 %); 3 nm 108.13 meV (+7.0 %); 10 nm 47.76 meV (+4.6 %)
neglected effects; gate oxide 30 nm, temperature 300 K, kT = 25.85 meV
carrier mass 0.5 m_e, spin-valley degeneracy 4
metal back gate: 1 nm 198.42 meV (-4.6 %); 3 nm 91.50 meV (-9.4 %); 10 nm 36.22 meV (-20.7 %)
carriers 1e+10 cm^-2: 1 nm 193.30 meV (-7.0 %); 3 nm 87.14 meV (-13.8 %); 10 nm 33.42 meV (-26.8 %)
  mean carrier spacing n^(-1/2) = 100 nm
carriers 1e+12 cm^-2: 1 nm 79.33 meV (-61.9 %); 3 nm 14.72 meV (-85.4 %); 10 nm 0.87 meV (-98.1 %)
  mean carrier spacing n^(-1/2) = 10 nm
electron spread over lowest subband: 1 nm 181.03 meV (-12.9 %); 3 nm 99.73 meV (-1.3 %); 10 nm 45.59 meV (-0.1 %)
sheet model: period 0.60 nm, vacuum fraction 0.1139, sheet permittivity 16.80
sheets and gaps: 1 nm 214.83 meV (+3.3 %); 3 nm 101.36 meV (+0.3 %); 10 nm 45.66 meV (+0.0 %)
in-plane field at 0.5 nm = 6.08 MV/cm
in-plane field at 1.0 nm = 1.54 MV/cm
in-plane field at 3.0 nm = 0.20 MV/cm
```
